# Do cubic supercell shapes give the same point-charge image correction?

**Question**

I am computing the formation energy of a doubly positive oxygen vacancy in a hafnia-like gate oxide. The periodic cell carries a net charge, so a uniform background neutralizes it, and I need to remove the energy of the charge with its images and that background.

My exercise asks for this energy in simple-cubic (sc), face-centred (fcc) and body-centred (bcc) supercells of equal volume, and wants me to show that the corrections agree within two percent. I am stuck in two places. The sum of \(1/R\) over the images diverges, so I do not know what number to compute. I also do not see why the shapes should agree: a charge has 6 nearest images in sc, 12 in fcc and 8 in bcc. Is the claim true, and does the remaining difference matter for a real oxide?

**Answer**

The claim is true for a point charge in a uniform, isotropic medium, with the cell volume held fixed. I first define the energy so that it is finite, then turn it into two short sums, and then look at where the agreement fails.

**What is being computed**

Let the charge be \(qe\), the cell volume \(V\), \(L=V^{1/3}\), the relative permittivity \(\varepsilon\), and \(k=e^2/(4\pi\varepsilon_0)\). I work first with unit charges, \(k=1\) and \(\varepsilon=1\). All energies are quadratic in the charge and the medium is linear, so the factor \(kq^2/\varepsilon\) can be restored at the end.

The charge density in a cell is \(\rho=\delta(\mathbf r)-1/V\). Let \(\phi\) be its periodic potential. Adding a constant to \(\phi\) does not change \(\tfrac12\int\rho\phi\), because the cell is neutral, so I choose zero cell average. The background then contributes \(-\tfrac{1}{2V}\int\phi=0\), and what is left is half the potential at the charge. Removing the infinite self-energy of the point gives

\[
E=\frac{kq^2}{2\varepsilon}\,\psi,\qquad
\psi=\lim_{r\to0}\left[\phi(\mathbf r)-\frac1r\right].
\]

So \(\psi\) is the potential of the images and the background together. The image sum diverges because the background has been left out. If each \(1/r\) is damped by \(e^{-\lambda r^2}\), the damped potentials have the cell average

\[
\frac1V\int_0^\infty 4\pi r^2\,\frac{e^{-\lambda r^2}}{r}\,dr=\frac{2\pi}{\lambda V}.
\]

Subtracting it restores zero average, and

\[
\psi=\lim_{\lambda\to0}\left[\sum_{\mathbf R\ne0}\frac{e^{-\lambda R^2}}{R}-\frac{2\pi}{\lambda V}\right].
\]

Both terms grow without limit, but their difference converges. I define the dimensionless constant \(\alpha=-\psi L\), so that

\[
E=-\frac{\alpha kq^2}{2\varepsilon L}.
\]

The energy is negative for positive \(\alpha\), so the supercell energy is too low. The correction to add is \(+\alpha kq^2/(2\varepsilon L)\).

**A form that converges quickly**

Split each Coulomb potential with a parameter \(\eta\):

\[
\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}+\frac{\operatorname{erf}(\eta r)}{r}.
\]

The second part is the potential of a unit Gaussian charge whose Fourier transform is \(e^{-G^2/4\eta^2}\). By Poisson's equation its lattice sum has the components \((4\pi/V)e^{-G^2/4\eta^2}/G^2\). Dropping \(\mathbf G=0\) gives this part zero average.

The first part is short-ranged, and its average must be subtracted. Integrating by parts,

\[
\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr=\frac1{4\eta^2},
\]

so the average is \((4\pi/V)/(4\eta^2)=\pi/(V\eta^2)\).

At the origin we also remove the charge's own \(1/r\). Its short-ranged part leaves \([\operatorname{erfc}(\eta r)-1]/r=-\operatorname{erf}(\eta r)/r\), which tends to \(-2\eta/\sqrt\pi\). Altogether

\[
\psi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{V\eta^2}-\frac{2\eta}{\sqrt\pi}.
\]

This is the Ewald formula. The value of \(\psi\) does not depend on \(\eta\), so we may pick a convenient one. With \(\eta=\sqrt\pi/L\) the last two terms are \(-1/L\) and \(-2/L\). Measure \(R\) in units of \(L\) and write \(G=2\pi g/L\). Then

\[
\alpha=3-S_{\rm real}-S_{\rm recip},
\]
\[
S_{\rm real}=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\sqrt\pi R)}R,\qquad
S_{\rm recip}=\sum_{\mathbf g\ne0}\frac{e^{-\pi g^2}}{\pi g^2}.
\]

The number 3 is common to every lattice. The shape enters through two positive sums whose terms fall off like Gaussians.

**The three lattices**

At equal volume the nearest images are at \(L\) in sc, \(1.122L\) in fcc and \(1.091L\) in bcc. The sums are

| Cell | \(S_{\rm real}\) | \(S_{\rm recip}\) | \(\alpha\) |
|---|---:|---:|---:|
| sc | 0.07653 | 0.08617 | 2.8373 |
| fcc | 0.05265 | 0.05907 | 2.8883 |
| bcc | 0.05335 | 0.05819 | 2.8885 |

For sc, for example, \(3-0.07653-0.08617=2.8373\). The damped sum that defines \(\psi\), extrapolated to \(\lambda=0\), gives 2.83729, 2.88828 and 2.88846, in agreement with the table.

The spread, relative to the smallest value, is

\[
\frac{2.88846-2.83730}{2.83730}=1.80\ \text{percent},
\]

which proves the claim. The correction is proportional to \(\alpha\) when \(V\), \(q\) and \(\varepsilon\) are fixed, so it has the same spread.

This also answers your worry about neighbour counts. The nearest shell alone does differ: the number of images divided by their distance is 6.00 for sc, 10.69 for fcc and 7.33 for bcc, in units of \(1/L\). But the farther shells matter too. The next 12 images of sc are at \(1.414L\), while the next ones of fcc are only at \(1.587L\). At equal volume all three lattices have the same mean density of images, and the background cancels that mean. For these compact cells it more than cancels the repulsion, so \(\psi\) is negative. This is not general: a tetragonal cell with \(c/a=4\) has \(\alpha=-0.46\) and positive \(\psi\). The shape-dependent part, \(S_{\rm real}+S_{\rm recip}\), is 0.163 for sc and 0.112 for the other two. The difference of 0.051 is small beside 3.

**A ceiling for any lattice**

The constant \(\alpha\) also has an upper bound that holds for every lattice. To find it, replace each point by a uniform unit ball of radius \(a\). The energy per cell of balls plus background, including each ball's self-energy, is

\[
U=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{f(G)^2}{G^2}\ge0,
\]

where \(f\) is the Fourier transform of the ball. The same energy is half the average of \(\phi(\mathbf x-\mathbf y)\) over two points \(\mathbf x,\mathbf y\) in one ball.

Suppose first that the balls do not overlap. Near the origin \(\phi=1/r+h\), with \(h(0)=\psi\) and \(\nabla^2h=4\pi/V\) from the background. The directional average of \(h\) at distance \(r\) is therefore \(\psi+2\pi r^2/(3V)\). Two facts about a uniform ball are needed. The mean of \(|\mathbf x-\mathbf y|^2\) is \(2\times\tfrac35a^2=\tfrac65a^2\), and the self-energy is \(3/(5a)\). Hence

\[
U=\frac{3}{5a}+\frac{\psi}{2}+\frac{2\pi a^2}{5V}.
\]

With \(\psi=-\alpha/L\) and \(U\ge0\),

\[
\frac{\alpha}{2L}=\frac3{5a}+\frac{2\pi a^2}{5V}-U
\le\frac3{5a}+\frac{2\pi a^2}{5V}.
\]

If the balls overlap, the directional average of an image potential \(1/|\mathbf r-\mathbf R|\) is the smaller of \(1/R\) and \(1/r\), so it never exceeds \(1/R\). This can only lower \(U\) below the expression above, and the inequality survives.

We may now choose the best \(a\). Setting the derivative to zero, \(-3/(5a^2)+4\pi a/(5V)=0\), gives \(V=4\pi a^3/3\): the ball has the volume of the cell. The second term then equals \(3/(10a)\), the sum is \(9/(10a)\), and

\[
\alpha\le\frac95\left(\frac{4\pi}{3}\right)^{1/3}=2.9016 .
\]

The fcc and bcc values lie about 0.5 percent below this ceiling and sc about 2.2 percent below it. The ceiling does not prove the two-percent claim, because it sets no lower limit on \(\alpha\). The computed sums do that.

**Where the agreement fails**

Equal volume alone is not enough. A tetragonal cell with \(c/a=2\) has \(\alpha=2.275\), about 20 percent below sc at the same volume. Its images are crowded along two axes, and the sums subtracted from 3 are larger.

Equal image distance is a different comparison. If the nearest-image distance \(d\) is held fixed instead of \(V\), the relevant constant is \(\alpha d/L\). It is 2.837 for sc, \(2.8883\times1.1225=3.242\) for fcc and \(2.8885\times1.0911=3.152\) for bcc, a spread of 14 percent.

There is also a practical obstacle. Take a simple-cubic host and supercells aligned with its axes. In units of the host cell, an sc supercell has volume \(m^3\), an fcc one \(n^3/4\) and a bcc one \(p^3/2\), with integer edges. Equality of any two would require the cube root of 2 or 4 to be rational. In practice you insert each cell's own volume in \(\alpha/L\). Since the correction varies as \(V^{-1/3}\), a volume mismatch of about 5.5 percent shifts it as much as the whole difference between sc and bcc.

**Numbers for the vacancy**

Take \(V=1\ \mathrm{nm^3}\), \(q=2\), and \(\varepsilon=20\) for relaxed ions. With \(k=1.440\ \mathrm{eV\,nm}\), the sc correction is

\[
\frac{2.8373\times1.440\times4}{2\times20\times1}\ \mathrm{eV}=0.4086\ \mathrm{eV}
\]

or 0.0150 hartree. For fcc and bcc it is 0.4159 eV. The largest difference is 7.4 meV.

If the ions are frozen, electronic screening alone acts. With \(\varepsilon=5\) every correction is four times larger: 1.634 eV for sc and 1.664 eV for fcc and bcc, with a largest difference of 29 meV. The choice between the two permittivities thus moves the correction by more than 1.2 eV. It must match what the ions do in the calculation.

The 7.4 meV is not an error if each cell is corrected with its own \(\alpha\). It becomes one if the sc constant is used for a bcc cell. In an equilibrium Boltzmann factor at 300 K, where the thermal energy is 25.85 meV, that slip gives a factor \(e^{7.37/25.85}=1.33\).

**What the point-charge term leaves out**

*Width of the charge.* Let the defect charge be a Gaussian of standard deviation \(\sigma\). Its periodic energy for unit charge is \(\tfrac12(4\pi/V)\sum_{\mathbf G\ne0}e^{-\sigma^2G^2}/G^2\), which is half the reciprocal sum in the Ewald formula at \(\eta=1/(2\sigma)\). Solve that formula for the sum and subtract the isolated self-energy \(1/(2\sqrt\pi\sigma)\), which cancels the \(2\eta/\sqrt\pi\) term. For \(\sigma\ll L\) the real-space sum is negligible, and

\[
E_{\rm periodic}-E_{\rm isolated}
=\frac{kq^2}{\varepsilon}\left[-\frac{\alpha}{2L}+\frac{2\pi\sigma^2}{V}\right].
\]

The first term confirms the sign of the correction. The second depends on volume but not on lattice shape. For \(\sigma=0.1\) nm and \(\varepsilon=20\) it is 18 meV. In this model it is subtracted after the point-charge correction has been added. Do not subtract it again if you also align the potential far from the defect to that of the periodic point charge. With zero cell average, the Gaussian's far potential is higher than the point's by \(2\pi kq\sigma^2/(\varepsilon V)\), and \(q\) times this offset is the same 18 meV, so the alignment already contains the width term. A direct evaluation of both energies at this width was tested against the formula for all three lattices.

*Anisotropic screening.* For a permittivity tensor \(\boldsymbol\varepsilon\), the substitution \(\mathbf r=\boldsymbol\varepsilon^{1/2}\mathbf r'\) turns \(\nabla\cdot\boldsymbol\varepsilon\nabla\phi=-4\pi\rho\) into the ordinary Poisson equation. The delta function acquires a factor \(1/\sqrt{\det\boldsymbol\varepsilon}\). So \(\psi/\varepsilon\) is replaced by \(\psi'/\sqrt{\det\boldsymbol\varepsilon}\), where \(\psi'\) belongs to the lattice \(\boldsymbol\varepsilon^{-1/2}\mathbf R\). With principal values 16, 20 and 24 along the cube axes, the corrections become 0.4098 eV for sc, 0.4213 eV for fcc and 0.4214 eV for bcc. For this orientation each moves by at most 5.5 meV, but the spread rises to 2.8 percent. The two-percent statement is therefore not guaranteed at this degree of anisotropy. Both numbers change if the principal axes are turned away from the cube axes.

*Elastic constraint.* Suppose the defect would change the volume by \(\Delta\) if the cell were free. For a relative volume change \(x\), the linear elastic energy is \(\tfrac12BVx^2-B\Delta x\), with bulk modulus \(B\). Its minimum, at \(x=\Delta/V\), is \(-B\Delta^2/(2V)\), and a fixed cell cannot release this energy. For \(B=200\) GPa, or 1248 eV/nm³, and an assumed \(\Delta=0.01\ \mathrm{nm^3}\), it is 62 meV. This is the gain from letting the periodic cell relax, not the full difference from an isolated defect, because elastic images contribute at the same order in \(1/V\). In an isotropic medium with shear modulus \(\mu\), the fixed cell lies above the isolated defect by the smaller amount \(B/(B+\tfrac43\mu)\) times this energy, or 39 meV for \(\mu=0.45B\), the same for all three lattices. In an elastically anisotropic crystal this term depends on the cell shape. With cubic constants \(C_{11}=402\), \(C_{12}=95\) and \(C_{44}=56\) GPa, rough values for a fluorite oxide with a similar \(B\), and the same \(\Delta\), it is roughly 90 meV for sc, 45 meV for fcc and 50 meV for bcc; these figures move by up to 10 meV with the assumed size of the defect.

*The gate.* A metal plane at distance \(d\) acts as an image charge \(-q\) at distance \(2d\). Because that charge is induced, the energy is half the charge times its potential:

\[
W=-\frac12\,\frac{kq^2}{\varepsilon(2d)}=-\frac{kq^2}{4\varepsilon d}.
\]

At \(d=1\) nm and \(\varepsilon=20\) this is \(-72\) meV. It is a physical energy of a defect near a gate, absent from a bulk supercell, and should not be confused with the artificial images.

**How this compares with a real gate oxide**

The permittivities and bulk modulus are rough values for hafnia, and 1 nm³ holds somewhat fewer than a hundred atoms. The charge width and relaxation volume are assumptions, and the elastic term scales as \(\Delta^2\), so it should be recomputed for the actual defect. Monoclinic hafnia does not have cubic cells or isotropic screening; the anisotropy estimate above gives shifts of up to 5.5 meV for its assumed tensor and orientation. With principal values 12, 20 and 28 along the same axes, the largest shift is about 24 meV. These estimates do not cover other orientations or a non-cubic cell. A nearby metal matters more: for the chosen distance its 72 meV is about ten times the 7.4 meV electrostatic shape difference. That figure is for an oxide much thicker than \(d\). A second interface on silica repels the charge and reduces it, to about 60 meV for a 2 nm film and about 25 meV for a 1.5 nm film. Short-range potential alignment and the variation of screening with wavelength are also missing, and I have not estimated them.

For these parameters, then, the electrostatic difference among the three cubic shapes matters less than using the right permittivity, treating the elastic constraint and accounting for the gate. The shape can still matter through the elastic images, which in an anisotropic crystal differ between sc and fcc by tens of meV for the assumed \(\Delta\). The numerical output below gives the values to more digits.

## Computed values

```
LATTICE CONSTANTS (dimensionless, lengths in units of L)
sc: nearest images 6, distance 1.00000
sc: S_real 0.076533, S_recip 0.086169
sc: alpha 2.837297, damped direct sum 2.83729, ball sum 2.8373
fcc: nearest images 12, distance 1.12246
fcc: S_real 0.052650, S_recip 0.059068
fcc: alpha 2.888282, damped direct sum 2.88828, ball sum 2.8883
bcc: nearest images 8, distance 1.09112
bcc: S_real 0.053347, S_recip 0.058191
bcc: alpha 2.888462, damped direct sum 2.88846, ball sum 2.8885
upper bound on alpha, any lattice: 2.901586
spread of alpha at equal volume: 1.803 percent
spread at equal image distance: 14.26 percent
alpha of tetragonal cell, c/a = 2: 2.27522
EXAMPLE INPUTS (rough hafnia-like values)
V = 1.00 nm^3, L = 1.000 nm, q = 2 e
permittivity: static 20, frozen ions 5
Coulomb constant k = 1.439965 eV nm
IMAGE CORRECTIONS
sc: static 0.40856 eV, frozen 1.63424 eV
fcc: static 0.41590 eV, frozen 1.66361 eV
bcc: static 0.41593 eV, frozen 1.66371 eV
sc static correction: 0.015014 hartree
largest lattice difference, static: 7.37 meV
largest lattice difference, frozen: 29.47 meV
NEGLECTED EFFECTS
charge width 0.10 nm: energy term 18.10 meV
permittivity tensor diagonal: 16 20 24
sc: anisotropic correction 0.40977 eV, change 1.21 meV
fcc: anisotropic correction 0.42131 eV, change 5.41 meV
bcc: anisotropic correction 0.42138 eV, change 5.45 meV
spread with anisotropy: 2.834 percent
bulk modulus 200 GPa = 1248.3 eV/nm^3
relaxation volume 0.010 nm^3
fixed-cell elastic energy: 62.4 meV
metal gate at 1.0 nm: -72.0 meV
thermal energy at 300 K: 25.85 meV
Boltzmann factor of static lattice difference: 1.330
```
